**Bohart–Adams coverage and its travelling front: numerical test**

For plug flow with irreversible Langmuir uptake, the program tests $\theta=(e^T-1)/(e^T+e^Z-1)$ and $n/n_0=e^T/(e^T+e^Z-1)$. Here $\theta$ is coverage, $n/n_0$ the precursor density relative to the inlet, $Z$ the reduced depth and $T$ the reduced exposure since the gas arrived. It asserts agreement with a direct integration of the original balances in laboratory space and time, for a constant inlet and for a smooth pulse. It also asserts the logistic film profile after square pulses, the precursor use, and the exponential bound on the distance from the travelling front. For rough trimethylaluminium parameters the front runs at 1.95 m/s, and a 164 ms pulse brings the outlet of a 40 cm channel to 99% coverage. Axial dispersion and cross-channel diffusion together widen the front from 7.2 to 8.0 cm, while its speed is unchanged within the asserted 1%. Slow secondary uptake and desorption are not included.

## Numerical verification

```python
# Result under test: plug flow with irreversible Langmuir uptake on the walls,
#   n_t + u n_z = -S k n (1-theta),   theta_t = s0 k n (1-theta),
# started bare and empty with inlet density n0, has the closed form
#   theta = (e^T-1)/(e^T+e^Z-1),  n/n0 = e^T/(e^T+e^Z-1),
#   T = s0 k n0 (t-z/u),  Z = S k z/u   (both fields zero for t < z/u),
# and tends to a front 1/(1+exp((z-w t)/ell)) with w = u/(1+S/(s0 n0)).
# n: precursor density, theta: coverage, u: gas speed, S: coated area per gas
# volume, s0: area per adsorbed molecule, k = beta*v/4: wall uptake speed,
# beta: sticking probability on free sites, v: mean thermal speed.
# The closed form is compared with a direct march in laboratory space and time.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

# ---- rough inputs, regime of trimethylaluminium pulses for alumina ----
temperature = 473.0                     # K
torr = const.torr
total_pressure, precursor_pressure = 2.0, 0.05      # Torr
molar_mass = 72.09                      # g/mol
sticking = 0.005
site_area = 0.25e-18                    # m^2
gap, length, flow_speed = 5e-3, 0.40, 5.0           # m, m, m/s
diffusivity = 70e-4                     # m^2/s at the total pressure
viscosity = 2.5e-5                      # Pa s

# ---- derived quantities ----
kT = const.k * temperature
mass = molar_mass * 1e-3 / const.N_A
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
density = precursor_pressure * torr / kT
area_per_volume = 2 / gap
wall_speed = sticking * mean_speed / 4
gas_rate = area_per_volume * wall_speed             # 1/s, loss rate of gas
site_rate = site_area * wall_speed * density        # 1/s, filling rate of sites
inverse_depth = gas_rate / flow_speed               # Z = inverse_depth * z
capacity_ratio = area_per_volume / (site_area * density)
front_speed = flow_speed / (1 + capacity_ratio)
front_scale = 1 / (inverse_depth + site_rate / flow_speed)
transit = length / flow_speed
Z_outlet = inverse_depth * length

# Wall flux per unit density, from the Maxwell distribution of one component
one_way = quad(lambda s: s * np.exp(-s * s / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(one_way * np.sqrt(kT / mass) / (mean_speed / 4) - 1) < 1e-8

# ---- symbolic checks; X = e^Z and Y = e^T ----
Zs, Ts = sp.symbols("Z T")
phi = sp.Function("phi")(Zs, Ts)
curvature = sp.diff(phi, Zs, Ts) + sp.diff(phi, Zs) * sp.diff(phi, Ts)
assert sp.expand(sp.diff(sp.exp(phi), Zs, Ts) - sp.exp(phi) * curvature) == 0
X, Y = sp.symbols("X Y", positive=True)
theta_s = (Y - 1) / (X + Y - 1)
gas_s = Y / (X + Y - 1)
free_s = 1 - theta_s
wave_s = Y / (X + Y)
assert sp.simplify(Y * sp.diff(theta_s, Y) - gas_s * free_s) == 0
assert sp.simplify(X * sp.diff(gas_s, X) + gas_s * free_s) == 0
assert sp.simplify(wave_s - theta_s - free_s / (X + Y)) == 0
assert sp.simplify(gas_s - wave_s - gas_s / (X + Y)) == 0


def closed_form(z, dose_time, inlet_now):
    """Coverage and gas density/n0; dose_time = integral of n_in/n0."""
    T, Z = site_rate * dose_time, inverse_depth * z
    denominator = 1 - np.exp(-T) + np.exp(Z - T)
    return (1 - np.exp(-T)) / denominator, inlet_now / denominator


def march(cells, end_time, inlet, dispersion=0.0, resistance=0.0):
    """Direct solution in the laboratory frame: exact shift, split reaction."""
    dz = length / cells
    dt = dz / flow_speed
    steps = int(round(end_time / dt))
    z = (np.arange(cells) + 0.5) * dz
    gas, free = np.zeros(cells), np.ones(cells)
    spread = None
    if dispersion > 0:
        lap = (np.diag(-2.0 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
               + np.diag(np.ones(cells - 1), -1))
        lap[0, 0] = lap[-1, -1] = -1.0              # no diffusive flux at ends
        spread = expm(dispersion * dt / dz**2 * lap)

    def uptake(g, f):
        return g * f / (1 + resistance * f)

    def react(g, f):                                # midpoint rule over dt/2
        first = uptake(g, f)
        middle = uptake(g - dt / 4 * gas_rate * first,
                        f - dt / 4 * site_rate * first)
        return g - dt / 2 * gas_rate * middle, f - dt / 2 * site_rate * middle

    coverage_log = np.zeros((steps + 1, cells))
    gas_log = np.zeros((steps + 1, cells))
    for step in range(steps):
        gas, free = react(gas, free)
        gas = np.concatenate(([inlet((step + 0.5) * dt)], gas[:-1]))
        if spread is not None:
            gas = spread @ gas
        gas, free = react(gas, free)
        coverage_log[step + 1], gas_log[step + 1] = 1 - free, gas
    return z, np.arange(steps + 1) * dt, coverage_log, gas_log


def at(times, t):
    return int(np.argmin(abs(times - t)))


def level(z, coverage, value):
    return np.interp(value, coverage[::-1], z[::-1])


def step_inlet(t):
    return 1.0


# ---- closed form against the march, constant inlet, two meshes ----
errors = []
for cells in (200, 400):
    z, times, coverage, gas = march(cells, 0.1, step_inlet)
    since_arrival = 0.1 - z / flow_speed
    theta, c = closed_form(z, np.maximum(since_arrival, 0), since_arrival > 0)
    errors.append(max(abs(coverage[-1] - theta).max(), abs(gas[-1] - c).max()))
assert errors[1] < 1e-3 and 3.3 < errors[0] / errors[1] < 4.7

# ---- smooth inlet pulse: only the accumulated dose enters ----
smooth_length = 0.12


def smooth_inlet(t):
    return np.where((t > 0) & (t < smooth_length),
                    np.sin(np.pi * t / smooth_length)**2, 0.0)


z, times, coverage, gas = march(400, 0.24, smooth_inlet)
smooth_error = 0.0
for t in (0.08, 0.24):
    tau = np.clip(t - z / flow_speed, 0, smooth_length)
    dose = np.array([quad(smooth_inlet, 0, x)[0] for x in tau])
    theta, c = closed_form(z, dose, smooth_inlet(t - z / flow_speed))
    i = at(times, t)
    smooth_error = max(smooth_error, abs(coverage[i] - theta).max(),
                       abs(gas[i] - c).max())
assert smooth_error < 1e-3

# ---- finished film after square pulses: exactly logistic profile ----


def used_fraction(T):
    return (T + Z_outlet - np.logaddexp(Z_outlet, np.log(np.expm1(T)))) / T


film_rows = []
for pulse in (0.02, 0.04, 0.06, 0.08, 0.14):
    z, times, coverage, gas = march(400, pulse + transit + 0.002,
                                    lambda t: 1.0 if t < pulse else 0.0)
    film, T = coverage[-1], site_rate * pulse
    adsorbed = capacity_ratio * film.sum() * (z[1] - z[0])
    used_march = adsorbed / (flow_speed * pulse)
    assert abs(used_march - used_fraction(T)) < 1e-3
    if pulse < 0.1:
        edge = np.log(np.expm1(T)) / inverse_depth
        edge_march = level(z, film, 0.5)
        assert abs(edge - edge_march) < 5e-4
        inside = (film > 0.02) & (film < 0.98)
        slope = np.polyfit(z[inside], np.log(film / (1 - film))[inside], 1)[0]
        assert abs(-slope / inverse_depth - 1) < 3e-3
        film_rows.append((pulse, T, edge, edge_march))
    else:
        long_pulse, long_used = pulse, used_march

# ---- neglected transport, from the laminar profile between plates ----
# y: height from mid-plane / half gap; profile: speed / mean speed
y = sp.symbols("y")
profile = sp.Rational(3, 2) * (1 - y**2)
flow_below = sp.integrate(profile, y)
depletion = -sp.integrate(flow_below, y)            # steady loss at the wall
resistance_number = (sp.integrate(profile * depletion, (y, 0, 1))
                     - depletion.subs(y, 1))
assert resistance_number == sp.integrate(flow_below**2, (y, 0, 1))
shear_response = sp.integrate(flow_below - y, y)
dispersion_number = -sp.integrate((profile - 1) * shear_response, (y, 0, 1))
assert dispersion_number == sp.integrate((flow_below - y)**2, (y, 0, 1))
half_gap = gap / 2
dispersion = (diffusivity + float(dispersion_number)
              * (flow_speed * half_gap)**2 / diffusivity)
resistance = float(resistance_number) * wall_speed * half_gap / diffusivity
pressure_drop = (-float(sp.diff(profile, y, 2)) * viscosity * flow_speed
                 / half_gap**2 * length / torr)


def front_data(run):
    z, times, coverage, gas = run
    i, j = at(times, 0.10), at(times, 0.14)
    width = level(z, coverage[i], 0.1) - level(z, coverage[i], 0.9)
    speed = (level(z, coverage[j], 0.5) - level(z, coverage[i], 0.5)) / 0.04
    outlet = 1.5 * coverage[:, -1] - 0.5 * coverage[:, -2]
    return width, speed, np.interp(0.99, outlet, times)


cases = {"ideal": (0, 0), "axial dispersion": (dispersion, 0),
         "cross-channel resistance": (0, resistance),
         "both": (dispersion, resistance)}
runs = {name: march(400, 0.32, step_inlet, *extra)
        for name, extra in cases.items()}
data = {name: front_data(run) for name, run in runs.items()}
coarse = front_data(march(200, 0.32, step_inlet, dispersion, resistance))
mesh_width = abs(coarse[0] / data["both"][0] - 1)
mesh_time = abs(coarse[2] - data["both"][2])
assert mesh_width < 0.01 and mesh_time < 1e-3
for width, speed, filled in data.values():          # speed fixed by counting
    assert abs(speed / front_speed - 1) < 0.01

T99 = np.log1p(99 * np.exp(Z_outlet))
pulse99 = T99 / site_rate
width_lab = 2 * np.log(9) * front_scale
assert abs(data["ideal"][0] / width_lab - 1) < 5e-3
assert abs(data["ideal"][2] - (transit + pulse99)) < 1e-3

# ---- approach to the travelling front in the laboratory frame ----
z, times, coverage, gas = runs["ideal"]
approach = []
for t in (0.02, 0.04, 0.06):
    wave = 1 / (1 + np.exp((z - front_speed * t) / front_scale))
    i = at(times, t)
    deviation = max(abs(coverage[i] - wave).max(), abs(gas[i] - wave).max())
    bound = np.exp(-inverse_depth * front_speed * t)
    assert deviation < bound
    approach.append((t, deviation, bound))
decay = approach[2][1] / approach[1][1]
assert abs(decay / (approach[2][2] / approach[1][2]) - 1) < 0.15

# ---- printed numbers ----
print(f"Temperature {temperature:.0f} K; total pressure {total_pressure} Torr")
print(f"Precursor pressure {precursor_pressure} Torr; mass {molar_mass} g/mol")
print(f"Sticking {sticking}; area per molecule {site_area*1e18:.2f} nm2")
print(f"Gap {gap*1e3:.0f} mm; length {length*100:.0f} cm; "
      f"speed {flow_speed:.0f} m/s")
print(f"Diffusivity {diffusivity*1e4:.0f} cm2/s; viscosity {viscosity:.1e} Pa s")
print(f"Mean thermal speed {mean_speed:.1f} m/s")
print(f"Wall uptake speed k {wall_speed:.4f} m/s")
print(f"Precursor density {density*1e-6:.3e} cm^-3")
print(f"Coated area per volume S {area_per_volume/100:.2f} cm^-1")
print(f"Gas loss rate S k {gas_rate:.1f} s^-1")
print(f"Site filling rate s0 k n0 {site_rate:.1f} s^-1")
print(f"Depth scale u/(S k) {100/inverse_depth:.3f} cm")
print(f"Reduced channel length Z_L {Z_outlet:.2f}")
print(f"Capacity ratio R {capacity_ratio:.3f}")
print(f"Gas transit time {transit*1e3:.1f} ms")
print(f"Running front speed w {front_speed:.3f} m/s")
print(f"Film edge advance per pulse time u/R "
      f"{flow_speed/capacity_ratio:.3f} m/s")
print(f"Front length ell {front_scale*100:.3f} cm")
print(f"10-90% width, running front {width_lab*100:.2f} cm")
print(f"10-90% width, finished film {200*np.log(9)/inverse_depth:.2f} cm")
for pulse, T, edge, edge_march in film_rows:
    print(f"Pulse {pulse*1e3:.0f} ms: T {T:.2f}, film half-coverage at "
          f"{edge*100:.2f} cm (march {edge_march*100:.2f} cm)")
T60 = site_rate * 0.06
for place in (0.0, 0.1, 0.2, 0.3):
    theta = closed_form(place, 0.06, 1.0)[0]
    print(f"Film coverage after 60 ms pulse at {place*100:.0f} cm: {theta:.4f}")
for t, deviation, bound in approach:
    print(f"At {t*1e3:.0f} ms: deviation from front {deviation:.4f}, "
          f"bound {bound:.4f}")
print(f"Pulse by counting alone (T = Z_L) {Z_outlet/site_rate*1e3:.1f} ms")
print(f"Pulse for 99% at outlet {pulse99*1e3:.1f} ms (T {T99:.2f})")
print(f"Precursor used in that pulse {100*used_fraction(T99):.1f} %")
print(f"Precursor used, {long_pulse*1e3:.0f} ms pulse: formula "
      f"{100*used_fraction(site_rate*long_pulse):.2f} %, "
      f"march {100*long_used:.2f} %")
print(f"March error, 200 and 400 cells {errors[0]:.1e}, {errors[1]:.1e}")
print(f"March error, smooth pulse {smooth_error:.1e}")
print(f"Laminar numbers: resistance {resistance_number}, "
      f"dispersion {dispersion_number}")
print(f"Effective axial dispersion {dispersion*1e4:.1f} cm2/s")
print(f"Cross-channel resistance ratio {resistance:.4f}")
for name, (width, speed, filled) in data.items():
    print(f"{name}: width {width*100:.2f} cm, speed {speed:.3f} m/s, "
          f"outlet 99% at {filled*1e3:.1f} ms")
print(f"Mesh shift (200 to 400 cells, both): width {100*mesh_width:.2f} %, "
      f"time {mesh_time*1e3:.2f} ms")
print(f"Pressure drop {pressure_drop:.3f} Torr "
      f"({100*pressure_drop/total_pressure:.1f} % of total)")
print(f"Precursor fraction of gas {100*precursor_pressure/total_pressure:.1f} %")
print("PASS")
```

Running it gives:

```
Temperature 473 K; total pressure 2.0 Torr
Precursor pressure 0.05 Torr; mass 72.09 g/mol
Sticking 0.005; area per molecule 0.25 nm2
Gap 5 mm; length 40 cm; speed 5 m/s
Diffusivity 70 cm2/s; viscosity 2.5e-05 Pa s
Mean thermal speed 372.7 m/s
Wall uptake speed k 0.4659 m/s
Precursor density 1.021e+15 cm^-3
Coated area per volume S 4.00 cm^-1
Gas loss rate S k 186.4 s^-1
Site filling rate s0 k n0 118.9 s^-1
Depth scale u/(S k) 2.683 cm
Reduced channel length Z_L 14.91
Capacity ratio R 1.567
Gas transit time 80.0 ms
Running front speed w 1.947 m/s
Film edge advance per pulse time u/R 3.190 m/s
Front length ell 1.638 cm
10-90% width, running front 7.20 cm
10-90% width, finished film 11.79 cm
Pulse 20 ms: T 2.38, film half-coverage at 6.12 cm (march 6.12 cm)
Pulse 40 ms: T 4.76, film half-coverage at 12.74 cm (march 12.74 cm)
Pulse 60 ms: T 7.13, film half-coverage at 19.14 cm (march 19.14 cm)
Pulse 80 ms: T 9.51, film half-coverage at 25.52 cm (march 25.52 cm)
Film coverage after 60 ms pulse at 0 cm: 0.9992
Film coverage after 60 ms pulse at 10 cm: 0.9679
Film coverage after 60 ms pulse at 20 cm: 0.4203
Film coverage after 60 ms pulse at 30 cm: 0.0171
At 20 ms: deviation from front 0.0980, bound 0.2342
At 40 ms: deviation from front 0.0209, bound 0.0548
At 60 ms: deviation from front 0.0048, bound 0.0128
Pulse by counting alone (T = Z_L) 125.4 ms
Pulse for 99% at outlet 164.0 ms (T 19.50)
Precursor used in that pulse 76.4 %
Precursor used, 140 ms pulse: formula 88.59 %, march 88.59 %
March error, 200 and 400 cells 2.3e-04, 5.7e-05
March error, smooth pulse 5.6e-05
Laminar numbers: resistance 17/35, dispersion 2/105
Effective axial dispersion 74.3 cm2/s
Cross-channel resistance ratio 0.0808
ideal: width 7.20 cm, speed 1.948 m/s, outlet 99% at 244.0 ms
axial dispersion: width 7.71 cm, speed 1.948 m/s, outlet 99% at 243.9 ms
cross-channel resistance: width 7.49 cm, speed 1.948 m/s, outlet 99% at 244.7 ms
both: width 8.00 cm, speed 1.948 m/s, outlet 99% at 244.5 ms
Mesh shift (200 to 400 cells, both): width 0.07 %, time 0.08 ms
Pressure drop 0.180 Torr (9.0 % of total)
Precursor fraction of gas 2.5 %
PASS
```
